# The Kompaneets equation and the null of the thermal Sunyaev–Zeldovich effect: a numerical check

```python
"""Kompaneets equation and the null of the thermal Sunyaev-Zeldovich effect.

Result under test: for photons of occupation n on thermal electrons,
    dn/dy = x^-2 d/dx [ x^4 (dn/dx + r (n + n^2)) ],
with x = h nu/(k T_r), r = T_r/T_e, theta = k T_e/(m_e c^2) << 1 and
dy = theta n_e sigma_T c dt.  For a Planck spectrum at T_r this gives
    dn/dy = (1-r) x e^x/(e^x-1)^2 [x coth(x/2) - 4],
which vanishes where x coth(x/2) = 4.
Independent side: the unexpanded Boltzmann collision term, integrated with
exact Compton kinematics, the Klein-Nishina cross section and a relativistic
Maxwell distribution.  Rates are per unit n_e sigma_T c.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def scatter(theta, photon_energy, grid=(32, 16, 12, 8)):
    """Rate weights and frequency ratios nu'/nu; photon energy in m_e c^2."""
    n_p, n_mu, n_c, n_phi = grid
    u, wu = np.polynomial.legendre.leggauss(n_p)
    u, wu = 3.25 * (u + 1), 3.25 * wu
    p = np.sqrt(2 * theta) * u              # electron momentum / (m_e c)
    gamma = np.sqrt(1 + p**2)
    wp = wu * u**2 * np.exp(-p**2 / (gamma + 1) / theta)
    wp = wp / wp.sum()
    mu, wmu = np.polynomial.legendre.leggauss(n_mu)
    cs, wc = np.polynomial.legendre.leggauss(n_c)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    g = gamma[:, None, None, None]
    b = (p / gamma)[:, None, None, None]
    m = mu[None, :, None, None]             # cosine photon-electron, lab
    c = cs[None, None, :, None]             # scattering cosine, rest frame
    f = phi[None, None, None, :]
    doppler = 1 - b * m
    m_rest = (m - b) / doppler
    sin_rest = np.sqrt(np.maximum(0, 1 - m_rest**2))
    cos_out = m_rest * c + sin_rest * np.sqrt(1 - c**2) * np.cos(f)
    recoil = 1 / (1 + photon_energy * g * doppler * (1 - c))
    klein_nishina = 3 / 8 * recoil**2 * (recoil + 1 / recoil - 1 + c**2)
    weight = (wp[:, None, None, None] * wmu[None, :, None, None] / 2
              * wc[None, None, :, None] / n_phi * doppler * klein_nishina)
    ratio = g**2 * recoil * doppler * (1 + b * cos_out)
    return weight, ratio


def moment(order, theta, x_e):
    """Rate-weighted mean of (h(nu'-nu)/kT_e)^order, divided by theta."""
    weight, ratio = scatter(theta, x_e * theta)
    return np.sum(weight * (x_e * (ratio - 1))**order) / theta


def collision(theta, x, r, occupation, grid=(32, 16, 12, 8)):
    """Unexpanded collision term divided by theta."""
    weight, ratio = scatter(theta, r * x * theta, grid)
    n0, n1 = occupation(x), occupation(x * ratio)
    gain = np.exp(r * x * (ratio - 1)) * n1 * (1 + n0)
    return np.sum(weight * (gain - n0 * (1 + n1))) / theta


def to_zero_theta(function, theta):
    """Remove the correction linear in theta."""
    return 2 * function(theta / 2) - function(theta)


def planck(x):
    return 1 / np.expm1(x)


def temperature_shape(x):
    return x / np.tanh(x / 2) - 4


def occupation_shape(x):
    return x * np.exp(-x) / np.expm1(-x)**2 * temperature_shape(x)


# Algebra of the second-order expansion, for arbitrary n and moments
X, D = sp.symbols("X D", positive=True)
n = sp.Function("n")(X)
A = sp.Function("A")(X)                     # X^2 times first moment
B = sp.Function("B")(X)                     # X^2 times second moment
n_1, n_2 = sp.diff(n, X), sp.diff(n, X, 2)
J = n_1 + n + n**2
n_shifted = n + D * n_1 + D**2 / 2 * n_2
bracket = sp.expand((1 + D + D**2 / 2) * n_shifted * (1 + n)
                    - n * (1 + n_shifted))
second = n_2 / 2 + n_1 * (1 + n) + n * (1 + n) / 2
assert sp.expand(bracket.coeff(D, 0)) == 0
assert sp.expand(bracket.coeff(D, 1) - J) == 0
assert sp.expand(bracket.coeff(D, 2) - second) == 0
flux_form = sp.diff(B * J / 2, X) + J * (A + B / 2 - sp.diff(B, X) / 2)
assert sp.expand(A * J + B * second - flux_form) == 0
kompaneets = sp.diff(X**4 * J, X) / X**2
assert sp.expand(X * (4 - X) * J + 2 * X**2 * second - kompaneets) == 0

print("Moments of energy transfer / theta, extrapolated to theta = 0")
print("x_e   first   x_e(4-x_e)   second   2 x_e^2   (dimensionless)")
theta_test = 2e-4
for x_e in (1.0, 3.0, 6.0):
    first = to_zero_theta(lambda t: moment(1, t, x_e), theta_test)
    sec = to_zero_theta(lambda t: moment(2, t, x_e), theta_test)
    assert abs(first - x_e * (4 - x_e)) < 1e-3
    assert abs(sec - 2 * x_e**2) < 1e-3 * x_e**2
    print(f"{x_e:.1f} {first:10.4f} {x_e*(4-x_e):10.4f}"
          f" {sec:10.4f} {2*x_e**2:10.4f}")
for order in (3, 4):
    fall = (theta_test * moment(order, theta_test, 2.0)
            / (theta_test / 2 * moment(order, theta_test / 2, 2.0)))
    assert abs(fall - 4) < 0.1              # moment scales as theta^2
    print(f"moment {order} at x_e = 2: factor on halving theta = {fall:.3f}")

# Full collision term against the Kompaneets operator, out of equilibrium
trial = 2 * X * sp.exp(-X)
trial_rate = sp.diff(X**4 * (sp.diff(trial, X) + trial + trial**2), X) / X**2
print("Trial n = 2 x_e exp(-x_e): dn/dy from Boltzmann and Kompaneets")
for x_e in (1.0, 2.5, 5.0):
    boltz = to_zero_theta(
        lambda t: collision(t, x_e, 1.0, lambda z: 2 * z * np.exp(-z)),
        theta_test)
    komp = float(trial_rate.subs(X, x_e))
    assert abs(boltz - komp) < 1e-3
    print(f"x_e = {x_e:.1f}: {boltz:9.5f} {komp:9.5f} (dimensionless)")

# Planck spectrum with electrons at another temperature
r_symbol = sp.Symbol("r")
n_planck = 1 / (sp.exp(X) - 1)
planck_rate = sp.diff(X**4 * (sp.diff(n_planck, X)
                      + r_symbol * (n_planck + n_planck**2)), X) / X**2
for x_value in (0.5, 2.0, 3.83, 8.0):
    for r_value in (0.0, 0.5, 1.0):
        value = float(planck_rate.subs({X: x_value, r_symbol: r_value}))
        assert abs(value - (1 - r_value) * occupation_shape(x_value)) < 1e-9
half_rate = to_zero_theta(lambda t: collision(t, 2.0, 0.5, planck), theta_test)
assert abs(half_rate - 0.5 * occupation_shape(2.0)) < 1e-3

# Number, energy, brightness temperature and uniqueness of the null
number_change = quad(lambda z: z**2 * occupation_shape(z), 1e-6, 60,
                     epsabs=1e-10, limit=200)[0]
energy_gain = (quad(lambda z: z**3 * occupation_shape(z), 1e-6, 60,
                    limit=200)[0]
               / quad(lambda z: z**3 * planck(z), 1e-6, 60, limit=200)[0])
assert abs(number_change) < 1e-6
assert abs(energy_gain - 4) < 1e-6
y_small = 1e-6
for x_value in (0.1, 2.0, 6.0):
    n_new = planck(x_value) + y_small * occupation_shape(x_value)
    shift = (x_value / np.log1p(1 / n_new) - 1) / y_small
    assert abs(shift - temperature_shape(x_value)) < 1e-3
assert abs(temperature_shape(1e-3) + 2) < 1e-6
z = np.linspace(0.05, 30, 600)
step = 1e-4
slope = (temperature_shape(z + step) - temperature_shape(z - step)) / (2 * step)
assert np.allclose(slope, (np.sinh(z) - z) / (2 * np.sinh(z / 2)**2), atol=1e-6)
assert np.all(slope > 0)
x_null = brentq(temperature_shape, 1, 10, xtol=1e-13)
print(f"photon number change / y (integral of x^2 dn) = {abs(number_change):.1e}")
print(f"relative energy gain / y = {energy_gain:.6f}")
print(f"null from x coth(x/2) = 4: x = {x_null:.6f}")


def boltzmann_null(theta, r, grid=(32, 16, 12, 8)):
    return brentq(lambda x: collision(theta, x, r, planck, grid), 3, 5,
                  xtol=1e-10)


for r_value in (1e-6, 0.5):
    root = to_zero_theta(lambda t: boltzmann_null(t, r_value), theta_test)
    assert abs(root - x_null) < 1e-4
    print(f"null from Boltzmann, theta -> 0, T_r/T_e = {r_value:g}:"
          f" x = {root:.5f}")

# Worked example: a model cloud of hot electrons
T_r = 2.725                                # K, input
kTe_keV = 5.0                              # keV, chosen
optical_depth = 0.01                       # chosen
kTe = kTe_keV * 1e3 * const.e
theta = kTe / (const.m_e * const.c**2)
r_cloud = const.k * T_r / kTe
y = theta * optical_depth
GHz_per_x = const.k * T_r / const.h / 1e9
nu_null = x_null * GHz_per_x
assert round(x_null, 2) == 3.83 and round(nu_null) == 217
intensity_unit = 2 * (const.k * T_r)**3 / (const.h * const.c)**2 / 1e-20
print(f"radiation temperature = {T_r} K")
print(f"electron temperature kT_e = {kTe_keV} keV")
print(f"optical depth = {optical_depth}")
print(f"theta = {theta:.6f}")
print(f"T_r/T_e = {r_cloud:.3e}")
print(f"y = {y:.4e}")
print(f"k T_r/h = {GHz_per_x:.3f} GHz")
print(f"null frequency = {nu_null:.2f} GHz")
print(f"null frequency per kelvin of T_r = {nu_null/T_r:.2f} GHz/K")
print(f"low-frequency temperature change -2 y T_r = {-2*y*T_r*1e6:.2f} microK")
print(f"intensity unit 2(kT_r)^3/(hc)^2 = {intensity_unit:.2f} MJy/sr")
print("nu (GHz)   x   temperature change (microK)   intensity change (MJy/sr)")
for nu in (30.0, 150.0, 217.0, 350.0):
    x_value = nu / GHz_per_x
    dT = y * T_r * temperature_shape(x_value) * 1e6
    dI = intensity_unit * y * x_value**3 * occupation_shape(x_value)
    print(f"{nu:5.0f} {x_value:8.4f} {dT:10.2f} {dI:11.5f}")
x_hot = boltzmann_null(theta, r_cloud)
x_hot_fine = boltzmann_null(theta, r_cloud, (48, 24, 18, 12))
assert abs(x_hot - x_hot_fine) < 1e-5
assert x_hot > x_null
print(f"unexpanded single-scattering null at 5 keV: x = {x_hot:.4f}")
print(f"unexpanded single-scattering null at 5 keV = {x_hot*GHz_per_x:.2f} GHz")
print(f"upward shift of the null = {(x_hot-x_null)*GHz_per_x:.2f} GHz")
print("every check passed")
```

Printed output:

```
Moments of energy transfer / theta, extrapolated to theta = 0
x_e   first   x_e(4-x_e)   second   2 x_e^2   (dimensionless)
1.0     3.0000     3.0000     2.0000     2.0000
3.0     3.0000     3.0000    18.0000    18.0000
6.0   -12.0000   -12.0000    71.9993    72.0000
moment 3 at x_e = 2: factor on halving theta = 3.998
moment 4 at x_e = 2: factor on halving theta = 4.015
Trial n = 2 x_e exp(-x_e): dn/dy from Boltzmann and Kompaneets
x_e = 1.0:   4.37264   4.37264 (dimensionless)
x_e = 2.5:   1.03676   1.03676 (dimensionless)
x_e = 5.0:  -0.15818  -0.15818 (dimensionless)
photon number change / y (integral of x^2 dn) = 1.0e-12
relative energy gain / y = 4.000000
null from x coth(x/2) = 4: x = 3.830016
null from Boltzmann, theta -> 0, T_r/T_e = 1e-06: x = 3.83002
null from Boltzmann, theta -> 0, T_r/T_e = 0.5: x = 3.83001
radiation temperature = 2.725 K
electron temperature kT_e = 5.0 keV
optical depth = 0.01
theta = 0.009785
T_r/T_e = 4.696e-08
y = 9.7848e-05
k T_r/h = 56.780 GHz
null frequency = 217.47 GHz
null frequency per kelvin of T_r = 79.80 GHz/K
low-frequency temperature change -2 y T_r = -533.27 microK
intensity unit 2(kT_r)^3/(hc)^2 = 269.91 MJy/sr
nu (GHz)   x   temperature change (microK)   intensity change (MJy/sr)
   30   0.5284    -520.92    -0.01407
  150   2.6418    -254.10    -0.10123
  217   3.8218      -1.91    -0.00092
  350   6.1642     583.97     0.17641
unexpanded single-scattering null at 5 keV: x = 3.8725
unexpanded single-scattering null at 5 keV = 219.88 GHz
upward shift of the null = 2.41 GHz
every check passed
```
